# Wafer rotation and once-around heating nonuniformity in rapid thermal processing

## Question

A silicon wafer is heated by lamps and cools by radiation. It turns about its axis at angular speed $W$. The absorbed flux, counted per unit wafer area and summed over both faces, forms a pattern fixed in the chamber,

$$q(\phi)=q_0+q_1\cos\phi ,$$

where the chamber angle $\phi$ increases in the direction of rotation. There is one hot side and one cool side, so the nonuniformity is "once-around". Each face has emissivity 0.68, and $e=1.36$ is their sum. Radiation reaching the wafer from the chamber is included in $q$. Amplitude means half the peak-to-peak range around a circle.

Data: rotation 90 rpm; radiative relaxation time $\tau=2.5$ s; $q_1/q_0=4\,\%$; thickness $d=775$ um; radius $a=150$ mm; density $\rho=2330$ kg/m³; $\sigma=5.67\times10^{-8}$ W/(m² K⁴). Rough values for hot silicon are specific heat $c=950$ J/(kg K) and thermal conductivity $k=25$ W/(m K). Neglect conduction along the wafer and temperature differences through it until part (f).

**(a)** Derive the linear equation for small temperature deviations. Find the mean temperature at which $\tau$ has the given value, and the amplitude when the wafer is at rest.

**(b)** Find the periodic temperature response of the rotating wafer, its amplitude relative to the wafer at rest, and the position of the hottest place.

**(c)** Examine slow and fast rotation. What happens if the emissivity is halved while $T_0$, $C$, $q_1$ and $W$ are held fixed? What speed gives an amplitude of 0.25 K?

**(d)** Which heating patterns does rotation fail to reduce?

**(e)** The pattern is switched on at $t=0$ over a rotating wafer of uniform temperature $T_0$. Find the amplitude after half a turn. Then treat a wafer that starts to turn with its static pattern already present.

**(f)** Estimate the effects of lateral conduction, one-sided heating and gas conduction on the ratio found in (b), and set the model beside a real anneal.

## Model answers

### (a) Energy balance and the wafer at rest

With $C=\rho c d$ the heat capacity per area, a wafer point obeys

$$C\frac{dT}{dt}=q-e\sigma T^4 .$$

Write $T=T_0+\theta$, with $T_0$ fixed by $q_0=e\sigma T_0^4$. Expanding,

$$T^4=T_0^4+4T_0^3\theta+6T_0^2\theta^2+\dots$$

The quadratic term is smaller than the linear one by the factor $3\theta/(2T_0)$ and is dropped. The constant terms cancel, which leaves

$$C\frac{d\theta}{dt}=q_1\cos\phi-h\theta,\qquad h=4e\sigma T_0^3 .$$

Without the source, $\theta$ decays as $e^{-t/\tau}$ with $\tau=C/h$.

The numbers are

$$C=2330\times950\times775\times10^{-6}=1715\ \text{J/(m² K)},\qquad h=\frac{1715}{2.5}=686\ \text{W/(m² K)},$$

$$T_0=\left(\frac{h}{4e\sigma}\right)^{1/3}=\left(\frac{686}{4\times1.36\times5.67\times10^{-8}}\right)^{1/3}=1305\ \text{K},$$

or 1032 °C.

At rest the time derivative vanishes, so $\theta=\theta_s\cos\phi$ with $\theta_s=q_1/h$. Since $q_0=e\sigma T_0^4=hT_0/4$,

$$\theta_s=\frac{q_1}{q_0}\,\frac{T_0}{4}=0.04\times\frac{1305}{4}=13.05\ \text{K}.$$

The factor one quarter comes from the fourth-power law: a small relative change of flux produces a quarter of that relative change in temperature. For this amplitude the dropped quadratic term is at most 1.5 % of the linear one.

### (b) The rotating wafer

A material point with wafer angle $\phi_0$ is at chamber angle $\phi=\phi_0+Wt$. It therefore sees an oscillating flux:

$$C\frac{d\theta}{dt}+h\theta=q_1\cos(\phi_0+Wt).$$

Set $\theta=\mathrm{Re}\,[\Theta e^{i(\phi_0+Wt)}]$. Differentiation in time multiplies by $iW$, so $(iWC+h)\Theta=q_1$. Dividing by $h$,

$$\Theta=\frac{\theta_s}{1+iW\tau}.$$

The modulus gives the amplitude ratio and the argument gives the lag:

$$R=\frac{|\Theta|}{\theta_s}=\frac{1}{\sqrt{1+(W\tau)^2}},\qquad \psi=\arctan(W\tau),$$

$$\theta=R\,\theta_s\cos(\phi_0+Wt-\psi)=R\,\theta_s\cos(\phi-\psi).$$

For 90 rpm, $W=2\pi\times90/60=9.425$ rad/s and $W\tau=23.56$. Hence

$$R=4.24\,\%,\qquad R\,\theta_s=0.55\ \text{K},\qquad \psi=87.6^\circ .$$

The last form of $\theta$ contains no time: seen from the chamber, the temperature pattern stands still. Its maximum lies at $\phi=\psi$, almost a quarter turn downstream of the strongest heating. A point goes on warming as long as it absorbs more than it loses, which for fast rotation is nearly the whole passage through the hot half.

Integration of the full $T^4$ balance in time, with the 4 % flux variation, also gives a ratio of 4.24 % and a lag of 87.57°. The linearization is therefore adequate here.

### (c) Limits, emissivity and required speed

For $W\tau\ll1$, $R\approx1-(W\tau)^2/2$. Each point has time to reach its local static temperature, and rotation helps little.

For $W\tau\gg1$, the one under the root can be dropped:

$$R\,\theta_s\approx\frac{\theta_s}{W\tau}=\frac{q_1}{h}\,\frac{h}{WC}=\frac{q_1}{CW}.$$

The loss coefficient has cancelled. The reason is visible in the heat collected during the hot half-turn, $\int q_1\cos(Wt)\,dt=2q_1/W$. Stored in the capacity $C$, it raises the temperature by $2q_1/(CW)$, which is the peak-to-peak range. With $q_1=8.96$ kW/m²,

$$\frac{q_1}{CW}=\frac{8960}{1715\times9.425}=0.554\ \text{K}.$$

Halving $e$ under the stated conditions halves $h$ and $q_0$ and doubles $\tau$ to 5 s; the relative flux variation becomes 8 %. The static amplitude, from the full fourth-power law, is then 26.1 K. The rotating amplitude, from the time integration, remains 0.554 K. The ratio has fallen to about 2.1 %, yet the rotating wafer is no more uniform than before. In fast rotation at fixed $C$ and $q_1$, a smaller ratio caused by weaker radiative loss reflects a larger static response. A larger $C$ also lengthens $\tau$, but it does lower the rotating amplitude.

For a required amplitude $\theta_r$, set $R=\theta_r/\theta_s$, square and invert:

$$1+(W\tau)^2=\left(\frac{\theta_s}{\theta_r}\right)^2,\qquad W=\frac{1}{\tau}\sqrt{\left(\frac{\theta_s}{\theta_r}\right)^2-1}.$$

With $\theta_r=0.25$ K, $\theta_s/\theta_r=52.2$, so $W=52.2/2.5=20.9$ rad/s, or 199 rpm. This holds for the given $\tau$ and flux variation in the periodic state. The full $T^4$ integration at this speed returns 0.250 K.

### (d) What rotation does not reduce

A general chamber pattern is a sum of terms $q_m\cos(m\phi-\beta_m)$. A wafer point sees the term of order $m$ oscillate at $mW$. The equation is linear, so each term responds separately and step (b) applies with $W$ replaced by $mW$:

$$R_m=\frac{1}{\sqrt{1+(mW\tau)^2}}.$$

A localized hot spot was integrated with the $T^4$ law, using the flux $q_0[1+0.001\,e^{4(\cos\phi-1)}]$. The factors for orders 0, 1, 2 and 3 were 100.02 %, 4.24 %, 2.12 % and 1.42 %. Finer angular structure is suppressed more strongly.

For $m=0$ the factor is one in the linear model. The angular mean of the flux at each radius acts in full, so a lamp array that overheats a ring leaves a hot ring on the wafer. The small excess over 100 % has the sign expected from the nonlinearity. The static temperature varies as the fourth root of the flux, a concave function, so its mean lies below the temperature belonging to the mean flux. The rotating wafer is nearly uniform and lies closer to that temperature.

Patterns fixed to the wafer also survive. If surface films make one region absorb an additional flux $q_w$, that region carries $q_w$ with it. Its equation $C\,d\theta/dt=q_w-h\theta$ does not contain $W$, and it settles at the full static value $q_w/h$. This value assumes that the films leave the emissivity unchanged. Real films usually change it too, which alters the offset: if absorptivity and emissivity of the front face rise by the same fraction, the offset is about halved for front-side heating and vanishes when both faces are heated equally. Whatever offset remains is not reduced by rotation.

### (e) Transients

For an initial state that is uniform at $T_0$ or has a once-around pattern, the solution is the periodic one plus a decaying part fixed to the wafer:

$$\theta=\mathrm{Re}\left\{e^{i\phi_0}\left[\Theta e^{iWt}+Be^{-t/\tau}\right]\right\}.$$

For a uniform start, $\theta=0$ at $t=0$ for every $\phi_0$, which requires $B=-\Theta$. The amplitude around the wafer is the modulus of the bracket:

$$A(t)=R\,\theta_s\left|e^{iWt}-e^{-t/\tau}\right|.$$

Half a turn takes $\pi/W=0.333$ s. Then $e^{iWt}=-1$, and

$$A=R\,\theta_s\,(1+e^{-0.333/2.5})=1.875\times0.554=1.04\ \text{K}.$$

The point that began at $\phi=-90^\circ$ has just crossed the whole hot half. It has gained almost the full rise $2q_1/(CW)$, but from $\theta=0$ instead of from the minimum of the periodic motion, so it ends nearly twice as high. The opposite point has crossed the cool half and fallen as much. In this model only radiation, on the time scale $\tau$, removes the offset from the periodic motion. A ring of 24 wafer points integrated with the $T^4$ law, at a flux variation of 0.1 %, also gives the factor 1.875.

If the wafer was at rest long enough to acquire its static pattern before turning, then $\theta=\theta_s\cos\phi_0$ at $t=0$, so $B=\theta_s-\Theta$. From (b),

$$|B|=\theta_s\left|\frac{iW\tau}{1+iW\tau}\right|=\theta_s\,\frac{W\tau}{\sqrt{1+(W\tau)^2}}\approx\theta_s .$$

Nearly the whole static pattern is carried round by the wafer and decays as $e^{-t/\tau}$. It has fallen to the size of the periodic part when $e^{-t/\tau}\approx R$, that is after $t\approx\tau\ln(1/R)=2.5\times3.16=7.9$ s. The ratio $R$ describes the wafer only after several relaxation times.

### (f) Neglected effects and the real process

**Lateral conduction.** Take a tilted pattern, $q_1(r/a)\cos\phi$, whose variation at the edge is 4 %. With diffusivity $D=k/(\rho c)=11.3$ mm²/s and $s=1/\tau+iW$, the complex amplitude obeys

$$s\Theta=\frac{q_1}{C}\frac{r}{a}+D\left(\Theta''+\frac{\Theta'}{r}-\frac{\Theta}{r^2}\right).$$

The bracket vanishes for $\Theta\propto r$, so $q_1r/(Csa)$ is a particular solution. The homogeneous solution regular at the centre is the modified Bessel function $I_1(\kappa r)$, with $\kappa^2=s/D$. An insulated edge requires $\Theta'(a)=0$, which fixes its coefficient:

$$\Theta=\frac{q_1}{Cs}\left[\frac{r}{a}-\frac{I_1(\kappa r)}{\kappa a\,I_1'(\kappa a)}\right].$$

For $|\kappa a|\gg1$, $I_1\approx I_1'$ at the edge, and the relative correction there is about $1/(\kappa a)$. At rest, $1/\kappa=\sqrt{D\tau}=5.3$ mm, which predicts a loss of $5.3/150=3.5\,\%$; the full expression gives 3.6 %. In rotation $1/|\kappa|\approx\sqrt{D/W}=1.1$ mm, and the correction is much smaller. Conduction thus lowers the static amplitude more than the rotating one, and the ratio at the edge rises to 4.38 %. At half radius it stays at 4.24 %. The insulated edge leaves out radiation at the narrow side face of the rim. Let that face radiate with the same emissivity as the others. If it absorbs a mean flux $q_0/2$ per unit of its own area, so that the rim stays at $T_0$ on average, the edge ratio is about 4.6 %; if it also absorbs a varying flux $(q_1/2)\cos\phi$, the ratio is about 5.5 %. If it receives no mean flux, the rim cools by about 23 K, the local $h$ falls, and these ratios become about 4.5 % and 5.4 %. A pattern that varies over a few millimetres would be affected more.

**One-sided heating.** Suppose that the front face absorbs the varying flux and both faces radiate equally. At rest, about half of $q_1$ crosses the wafer to leave at the back. The drop is $q_1d/(2k)$, and the front lies half of it, $q_1d/(4k)$, above the mean of the two faces, which is $q_1/h$.

In fast rotation, losses are small and all layers warm at nearly the same rate, so the flux falls linearly with depth as $q_1(1-z/d)$. Integrating $k\,d\theta/dz=-q_1(1-z/d)$ gives

$$\theta(z)=\theta_f-\frac{q_1}{k}\left(z-\frac{z^2}{2d}\right).$$

The average of the bracket over the thickness is $d/2-d/6=d/3$, so the front lies $q_1d/(3k)$ above the thickness average. To leading order the front-face ratio is

$$\frac{\left|\dfrac{1}{h+iWC}+\dfrac{d}{3k}\right|}{\dfrac1h+\dfrac{d}{4k}} .$$

A numerical solution through the thickness gives 4.31 %.

**Gas conduction.** For a gas of conductivity roughly 0.07 W/(m K) in a 10 mm gap on each side, the added coefficient is $2\times0.07/0.010=14$ W/(m² K). At fixed $T_0$ and $C$, the relaxation time becomes $1715/(686+14)=2.45$ s and the ratio 4.33 %.

Multiplying the separate correction factors, which ignores their interaction, gives 4.40 % away from the edge and 4.54 % at an insulated edge. For this smooth pattern, "about four percent" is fair over most of the wafer. It is low at the rim, where radiation at the side face can raise the ratio further.

**The real process.** A 300 mm wafer near 1000 °C is a realistic setting for an implant anneal; the 4 % flux variation is an illustrative choice. Two assumptions deserve most caution. First, a reflecting chamber returns part of the wafer's own emission. If half of it is reabsorbed close to the place it left, the effective $e$ is halved and the ratio drops to about 2.1 %. With $q_1$ unchanged, as in part (c), the rotating amplitude hardly changes. If instead the lamps are dimmed to keep the same $T_0$ and their relative variation stays at 4 %, $q_1$ is halved; the rotating amplitude is then halved too, while the static amplitude stays the same. If that half is instead spread evenly over the wafer, it heats all points alike; the once-around deviation still decays with the full $h$, and at the same $T_0$ the ratio stays at 4.24 %. Secondly, a spike anneal stays near its peak temperature for a time comparable with $\tau$ or shorter, so the periodic state need not be reached. For the sudden start in (e), the amplitude rises from zero to nearly twice its periodic value at half a turn, then falls to about a quarter of the periodic value after a full turn, so the result depends on when the anneal ends. A real ramp also changes $T_0$, and with it $\tau$, so it requires integration of the time-dependent balance. The numerical output below lists the main values.

## Numbers as computed

```
rotation speed: 90 rpm
angular speed W: 9.425 rad/s
relaxation time tau: 2.5 s
W*tau: 23.56 (no unit)
amplitude ratio R, formula: 4.24 %
amplitude ratio, full T^4 integration: 4.24 %
lag angle, formula: 87.57 deg
lag angle, full T^4 integration: 87.57 deg
density: 2330 kg/m3
specific heat (rough): 950 J/(kg K)
wafer thickness: 775 um
wafer radius: 150 mm
emissivity of each face (rough): 0.68 (no unit)
heat capacity per area C: 1715 J/(m2 K)
temperature T0 at which tau holds: 1305 K
same temperature: 1032 deg C
radiative coefficient h: 686 W/(m2 K)
mean absorbed flux q0: 223.9 kW/m2
flux variation q1/q0: 4 %
flux amplitude q1: 8.96 kW/m2
static amplitude: 13.05 K
rotating amplitude: 0.554 K
fast-limit amplitude q1/(C W): 0.554 K
half emissivity, same q1, static: 26.14 K
half emissivity, same q1, rotating: 0.554 K
hot spot, angular order 0, factor: 100.02 %
hot spot, angular order 1, factor: 4.24 %
hot spot, angular order 2, factor: 2.12 %
hot spot, angular order 3, factor: 1.42 %
time of half a turn: 0.333 s
start-up factor at half a turn, formula: 1.875
start-up factor, ring integration: 1.875
start-up amplitude at half a turn: 1.04 K
target amplitude: 0.25 K
speed for target: 199 rpm
amplitude integrated at that speed: 0.250 K
thermal conductivity (rough): 25 W/(m K)
thermal diffusivity: 11.3 mm2/s
conduction length at rest: 5.3 mm
conduction length rotating: 1.1 mm
edge static amplitude lost by conduction: 3.6 %
ratio at edge with conduction: 4.38 %
ratio at half radius with conduction: 4.24 %
ratio on front face with thickness drop: 4.31 %
gas conductivity (rough): 0.07 W/(m K)
gas gap on each side: 10 mm
gas coefficient, both faces: 14 W/(m2 K)
relaxation time with gas: 2.45 s
ratio with gas conduction: 4.33 %
combined estimate away from edge: 4.40 %
combined estimate at edge: 4.54 %
```
